\section*{When Assist Features Extend the Focus Range of an Isolated Line}

\section{The choice of pitch and source}

A process-window calculation for an isolated line with subresolution assist features needs two lengths to be chosen: the assist pitch $p$ and, in frequency space, the offset $s$ of the illumination poles. If they are optimized separately, the assists may add little focus range or destroy the window. For the two-order arrangement studied here the natural starting point is to tie them together by
\begin{equation}
 s=\frac{1}{2p}.
 \label{match}
\end{equation}
Assists concentrate part of the line's spectrum near discrete diffraction orders, and this source offset places two of those orders at equal distances from the pupil centre. Defocus then gives them equal phases. The argument has limits: the remainder of the line's spectrum stays continuous, and a longer focus range can also come from a better image at best focus, so this offset need not be the one that gives the longest range. A model with one line and a few bars separates these effects.

The mask has a clear line of width $w$ on an opaque ground, which a negative-tone resist turns into a resist line. On each side stand $N$ clear assists of width $b<w$, with centres at multiples of $p$. All lengths are given at wafer scale, in nanometres. The mask is treated as thin, with real transmission $t(x)$. This is an idealization: at fourfold reduction the 40 nm assists used below are 160 nm openings on the mask, narrower than the 200 nm wavelength. A real mask can shift the phase of the light they pass, and the image then need not be even in focus. The electric field is parallel to the line, so fields from different directions add as scalars. The pupil passes $|u|<u_c=\mathrm{NA}/\lambda$ without aberration. Radiometric factors, reflections and diffusion in the resist are left out.

\section{What defocus does to the image}

A source point of frequency $s$ illuminates the mask with $e^{2\pi i s x}$. Define
\begin{equation}
 T(f)=\int t(x)e^{-2\pi i f x}\,dx .
\end{equation}
The light leaving the mask has the spectrum $\int t(x)e^{2\pi i s x}e^{-2\pi i u x}dx=T(u-s)$. A plane wave of transverse frequency $u$ has longitudinal frequency $\sqrt{1/\lambda^2-u^2}$. Relative to the axial wave, a defocus $z$ therefore multiplies it by $e^{-2\pi i z g(u)}$, where
\begin{equation}
 g(u)=\frac1\lambda-\sqrt{\frac1{\lambda^2}-u^2}.
 \label{g}
\end{equation}
The image field is
\begin{equation}
 E_s(x,z)=\int_{-u_c}^{u_c}T(u-s)\,e^{2\pi i[ux-zg(u)]}\,du,
 \qquad I_s=|E_s|^2 .
 \label{abbe}
\end{equation}
A fully clear mask gives unit intensity. Different source points are mutually incoherent, so their intensities add.

The poles are used in pairs $\pm s$ of equal strength. Since $t$ is real, $T^*(f)=T(-f)$. Reversing $z$ in (\ref{abbe}), taking the complex conjugate and then substituting $u\to-u$ gives
\begin{align}
 E_s^*(x,-z)
 &=\int T(s-u)e^{-2\pi i[ux+zg(u)]}du \nonumber\\
 &=\int T(u+s)e^{2\pi i[ux-zg(u)]}du=E_{-s}(x,z).
\end{align}
The last line uses $g(-u)=g(u)$. Hence $I_s(x,-z)=I_{-s}(x,z)$, and the balanced pair gives an image even in $z$. The first effect of defocus is quadratic.

At the centre of a symmetric mask that effect has a simple form. Here $T$ is real and even, and the moments
\begin{equation}
 M_k=\int_{-u_c}^{u_c}T(u-s)\,g(u)^k\,du
\end{equation}
are real and equal for $s$ and $-s$. With $\phi=2\pi z$, expansion of the exponential gives
\begin{equation}
 E_s(0,z)=M_0-i\phi M_1-\tfrac12\phi^2M_2+O(\phi^3).
\end{equation}
The cubic term is imaginary, so it enters the intensity only at fourth order. Adding the squares of the real and imaginary parts,
\begin{align}
 I(0,z)&=\left(M_0-\tfrac12\phi^2M_2\right)^2+\phi^2M_1^2+O(\phi^4)\nonumber\\
 &=M_0^2-\phi^2(M_0M_2-M_1^2)+O(\phi^4).
\end{align}
For $M_0\ne0$ this is
\begin{equation}
 \frac{I(0,z)}{I(0,0)}=1-(2\pi z)^2V+O(z^4),
 \qquad
 V=\frac{M_2}{M_0}-\left(\frac{M_1}{M_0}\right)^2 .
 \label{loss}
\end{equation}
If $T$ is positive across the pupil, $V$ is the variance of $g$ with the transmitted amplitude as weight. A phase common to all waves does not alter the intensity; a spread of phases does. What protects the centre is therefore amplitude gathered at one value of $|u|$. If $T$ changes sign, (\ref{loss}) still holds, but $V$ is a signed spread and may be negative.

\section{The isolated line}

For the line alone,
\begin{equation}
 T_0(f)=\int_{-w/2}^{w/2}e^{-2\pi i f x}dx
 =\frac{\sin\pi wf}{\pi f}=w\,\mathrm{sinc}(wf),
\end{equation}
with $\mathrm{sinc}\,a=\sin(\pi a)/(\pi a)$. This spectrum has no orders. Moving the source shifts it across the pupil, but when its first zero at $1/w$ lies well beyond the frequencies collected, the pupil stays filled.

The limit of a very narrow line and a small aperture shows the scale. Then $T_0$ is constant over the pupil and $g\simeq\lambda u^2/2$. The uniform averages of $u^2$ and $u^4$ are $u_c^2/3$ and $u_c^4/5$, so
\begin{equation}
 V\simeq\frac{\lambda^2}{4}u_c^4\left(\frac15-\frac19\right)
 =\frac{\lambda^2u_c^4}{45},
 \qquad \lambda^2V\simeq\frac{\mathrm{NA}^4}{45}.
\end{equation}
The source offset has dropped out. In this limit off-axis light alone does nothing for the centre of an isolated line, because there are no orders to place.

Take $\lambda=200$ nm, $\mathrm{NA}=0.8$ and $w=100$ nm, so that $u_c=0.004\ \mathrm{nm}^{-1}$. The small-aperture estimate is $0.8^4/45=0.0091$. The full $g$ and the finite line width give $\lambda^2V=0.0123$ at $s=0.625u_c$, and 0.0122 both on axis and at $s=0.375u_c$. The estimate is low at this large aperture, but the near independence of the source survives.

\section{What the assists add}

A bar centred at $jp$ has the spectrum $b\,\mathrm{sinc}(bf)e^{-2\pi i jpf}$. To obtain a complete comb of equal bars, add and subtract a bar of width $b$ at the centre:
\begin{equation}
 T(f)=\underbrace{w\,\mathrm{sinc}(wf)-b\,\mathrm{sinc}(bf)}_{R(f)}
 +b\,\mathrm{sinc}(bf)\,D_N(f),
 \label{split}
\end{equation}
where $D_N=\sum_{j=-N}^{N}r^j$ and $r=e^{-2\pi ipf}$. Multiplication by $r^{1/2}-r^{-1/2}$ cancels all terms but the outermost two, leaving $r^{N+1/2}-r^{-N-1/2}$. Therefore
\begin{equation}
 D_N(f)=\frac{\sin[(2N+1)\pi pf]}{\sin(\pi pf)} .
\end{equation}
It has peaks of height $2N+1$ at $f=m/p$, for integer $m$, and the nearest zeros lie $1/[(2N+1)p]$ away. Over one period $1/p$ all terms of the sum except $j=0$ integrate to zero, so the area per period is $1/p$ for every $N$. As $N$ grows, the comb acts on smooth functions as a set of discrete orders with amplitudes
\begin{equation}
 A_m=\frac bp\,\mathrm{sinc}\!\left(\frac{bm}{p}\right).
 \label{orders}
\end{equation}

This is the sense in which assists concentrate the spectrum. They do not concentrate all of it: $R$ belongs to the part of the line that is wider than an assist, and it remains continuous.

With $b=40$ nm, $p=200$ nm and $N=2$, the first zeros lie $1/(5\times200)=0.001\ \mathrm{nm}^{-1}$ from each order. For the matched source $s=1/(2p)=0.0025\ \mathrm{nm}^{-1}$, the two bands of this half width around $u=\pm s$ cover half the pupil. They contain 48\% of the transmitted power for the isolated line and 94\% with assists.

\section{Why symmetric placement matters}

Consider first the comb alone, with only the orders $m=0$ and $m=-1$ inside the pupil. They lie at $u_0=s$ and $u_1=s-1/p$. Write their amplitudes as $A_0,A_{-1}$ and their defocus rates as $g_0,g_1$. Then
\begin{align}
 M_0M_2-M_1^2
 &=(A_0+A_{-1})(A_0g_0^2+A_{-1}g_1^2)-(A_0g_0+A_{-1}g_1)^2\nonumber\\
 &=A_0A_{-1}(g_0-g_1)^2,
\end{align}
because the terms in $A_0^2$ and $A_{-1}^2$ cancel. With $q=A_0/(A_0+A_{-1})$,
\begin{equation}
 V=q(1-q)(g_0-g_1)^2 .
 \label{two}
\end{equation}
Since $g$ grows with $|u|$, this vanishes when $|s|=|s-1/p|$, which is condition (\ref{match}). The next orders then lie at $|u|=3/(2p)$. Two orders, and no more, pass if
\begin{equation}
 \frac1{2p}<u_c<\frac3{2p},
 \qquad\hbox{or}\qquad
 \frac1{2u_c}<p<\frac3{2u_c}.
\end{equation}
Here the permitted pitches run from 125 to 375 nm.

For the matched pair the benefit is not confined to the centre. The common defocus phase leaves
\begin{equation}
 I(x)=A_0^2+A_{-1}^2+2A_0A_{-1}\cos(2\pi x/p),
\end{equation}
at every $z$ in this model. The fringes keep both their contrast and their position.

Now move the source to $s=0.375u_c=0.0015\ \mathrm{nm}^{-1}$. The orders fall at $0.0015$ and $-0.0035\ \mathrm{nm}^{-1}$, or $\lambda u=0.3$ and $-0.7$. From (\ref{g}), $\lambda g_0=1-\sqrt{0.91}=0.046$ and $\lambda g_1=1-\sqrt{0.51}=0.286$. Since $q$ is close to one half, (\ref{two}) gives $\lambda^2V\simeq0.24^2/4=0.0144$. A comb of 81 equal bars, calculated directly from its openings, gives 0.0141. In the matched position the same comb gives $-0.0002$. The small negative value is possible because a finite comb has sidelobes of both signs.

A slight mismatch is forgiven. Put $s=1/(2p)+\delta$ and use $g\simeq\lambda u^2/2$. Then
\begin{equation}
 g_0-g_1\simeq\frac\lambda2\left[s^2-\left(s-\frac1p\right)^2\right]
 =\frac{\lambda}{2p}\left(2s-\frac1p\right)=\frac{\lambda\delta}{p},
\end{equation}
and $V\simeq q(1-q)\lambda^2\delta^2/p^2$. The penalty is quadratic in $\delta$, which is why poles of modest width can work.

\section{The part that stays continuous}

The line and its assists contain both $R$ and the comb. For many assists and a matched source, let $R_0$ be the integral of $R(u-s)$ over the pupil, let $\bar g_R$ and $V_R$ be the mean and spread of $g$ with weight $R$, and let $g_s=g(s)$ be the common rate of the two orders. The remainder has the amplitude fraction
\begin{equation}
 \alpha=\frac{R_0}{R_0+A_0+A_{-1}} .
\end{equation}
The first two normalized moments are
\begin{align}
 \frac{M_1}{M_0}&=\alpha\bar g_R+(1-\alpha)g_s,\\
 \frac{M_2}{M_0}&=\alpha(V_R+\bar g_R^2)+(1-\alpha)g_s^2.
\end{align}
Subtracting the square of the first from the second gives
\begin{equation}
 V=\alpha V_R+\alpha(1-\alpha)(\bar g_R-g_s)^2 .
 \label{mix}
\end{equation}
The first term is the spread inside the remainder. The second arises because the remainder and the orders have different average defocus phases. Both vanish as $b\to w$, when $R$ vanishes and the structure becomes a grating, but assists that wide would print. The requirement that assists stay below threshold thus limits how much of the spectrum they can concentrate.

At the matched source $\lambda^2V$ is 0.0123 without assists, 0.0091 with one per side, 0.0046 with two and 0.0041 with three. With 40 per side it is 0.0057, close to the value 0.0058 from (\ref{mix}). The approach is not monotonic but oscillates about the limit: two or three assists per side do better at the centre than a very long array, while four or five do worse. Nothing in (\ref{mix}) forbids this, since it describes the limit, and the sidelobes of a short comb, which have both signs, can subtract from the remainder or add to it at frequencies away from the orders.

The fall in $V$ can be seen in the image. At $z=100$ nm, $2\pi z/\lambda=\pi$, so (\ref{loss}) predicts relative losses of
\begin{align}
 \pi^2\times0.01229&=12.1\%\quad\hbox{for the isolated line},\\
 \pi^2\times0.00458&=4.5\%\quad\hbox{with two assists per side}.
\end{align}
The calculated intensity at the centre falls from 0.4424 to 0.3918 without assists, a loss of 11.4\%, and from 0.5557 to 0.5310 with them, a loss of 4.4\%. The differences from the prediction are the higher orders in $z$.

\section{From the centre to the printed width}

A stable centre does not guarantee a printable line. Light on the axis shows why. With $s=0$ and $1/p=0.005\ \mathrm{nm}^{-1}>u_c$, a long comb sends only its zero order through the pupil. One order has no partner with which to interfere, and its image is uniform. The 81-bar comb has a contrast of 0.02 on axis, against 0.998 at the matched offset. For the line with two assists per side, on-axis light lowers $\lambda^2V$ from 0.0122 to 0.0056, but the assists then also reduce the intensity at the centre and flatten the image at the line's edges.

A measure of focus range must therefore include the edges and the surroundings. Let the resist print wherever the intensity exceeds a threshold. The 100 nm line stays within 10\% of its width, and nothing else prints, if the threshold lies below every intensity at $|x|\le45$ nm and above every intensity at $|x|\ge55$ nm. The profile is examined out to 700 nm. Over a focus interval $|z|\le Z$, let $H$ be the smallest inner intensity and $L$ the largest outer one. The threshold latitude is
\begin{equation}
 \Lambda(Z)=\frac{2(H-L)}{H+L}.
\end{equation}
The focus range is $2Z$ at the point where $\Lambda$ has fallen to 10\%. Some latitude must be demanded, because a real dose varies.

For ideal matched poles, the isolated line has $\Lambda(0)=20.6\%$ and a focus range of 212 nm. Two assists per side raise these to 24.6\% and 352 nm. In units of $\lambda/\mathrm{NA}^2=312.5$ nm the range grows from 0.68 to 1.13, a factor of 1.66. At best focus the intensity at the line edge is 0.315 and the largest value beyond 150 nm is 0.204, so the assists remain below a threshold set at the edge.

This gain has two sources: more latitude to spend at best focus, and slower spending with defocus. To separate them, define the mean rate of loss
\begin{equation}
 \kappa=\frac{\Lambda(0)-10\%}{Z^2},
 \qquad\hbox{so that}\qquad
 Z=\sqrt{\frac{\Lambda(0)-10\%}{\kappa}} .
\end{equation}
This is a way of accounting and does not assume that $\Lambda$ is a parabola. For the matched source,
\begin{align}
 \kappa_{\rm isolated}&=\frac{10.6\%}{(106\ \mathrm{nm})^2}
 =9.4\times10^{-4}\,\%\,\mathrm{nm}^{-2},\\
 \kappa_{\rm assisted}&=\frac{14.6\%}{(176\ \mathrm{nm})^2}
 =4.7\times10^{-4}\,\%\,\mathrm{nm}^{-2}.
\end{align}
The larger initial margin contributes a factor $\sqrt{14.6/10.6}=1.17$ to the range, and the slower loss contributes $\sqrt{9.4/4.7}=1.41$. Their product is the observed gain. The larger share comes from the reduced sensitivity to focus.

The asymmetric source, with the mask unchanged, is the control. There the assists raise $\lambda^2V$ from 0.0122 to 0.0148, so the centre becomes more sensitive to defocus. The focus range nevertheless grows, from 219 to 260 nm. The latitude at best focus rises from 21.2\% to 26.4\%, while the rates are
\begin{equation}
 \frac{11.2\%}{(109.5\ \mathrm{nm})^2}=9.3\times10^{-4}
 \quad\hbox{and}\quad
 \frac{16.4\%}{(130\ \mathrm{nm})^2}=9.7\times10^{-4}
\end{equation}
in the same units, without and with assists. The gain of 1.19 is thus due to the better image in focus; the loss with defocus is slightly faster. An increase in focus range by itself does not prove that the orders have been placed symmetrically. The halving of $\kappa$ is the mark of the matched source in this example.

On axis the assisted line has a latitude of 9.6\% even at best focus. It fails the 10\% criterion at once, and its focus range is zero, against 223 nm for the bare line. The low value of $V$ was no protection.

\section{Finite poles and other masks}

Real poles have width. Let the offset vary uniformly by $\pm0.1u_c=\pm0.0004\ \mathrm{nm}^{-1}$ about the matched value. With $\lambda=p$ and $q\simeq1/2$, the small-aperture mismatch formula gives $\lambda^2V\simeq(\lambda\delta)^2/4$ for the comb. At the rim of the pole this is $0.08^2/4=0.0016$, and its uniform average is one third of that, about 0.0005. This estimate is low at the present aperture, but it shows that the penalty should be modest beside the 0.0046 already present in the assisted line. In the full calculation the assisted range falls from 352 to 343 nm, and the gain over the isolated line from 1.66 to 1.62.

The numbers do not carry over to an opaque line on a clear ground. There $t=1-t_{\rm bars}$, and the spectrum is $\delta(f)-T_{\rm bars}(f)$. The clear ground supplies a strong zero order at $u=s$, while the bars enter with the opposite sign. Equation (\ref{loss}) remains valid where $M_0\ne0$, but $V$ is no longer a variance, and the spread of the bars' spectrum does not by itself determine how steady the image is. The matched offset still equalizes the defocus phases of the two orders; the gain in focus range has to be calculated for that mask.

For the clear line, the practical order of work follows from the model. Take several trial pitches that let two orders through. This condition alone does not ensure a gain: towards either end of the permitted range the assists can shorten the focus range even with matched poles. For each pitch, start with the poles at $1/(2p)$ and widen the assists as far as the printing threshold allows with a margin. Then compare the focus range, the latitude at best focus and its rate of loss with those of the bare line, and keep the pitch that serves best. Vary the offset as well. Condition (\ref{match}) equalizes the defocus phases of the two orders but does not maximize the window: near $p=200$ nm the best offset lies close to it, while at shorter pitches, where printing of the assists limits the range, a different offset can do considerably better. The values used here are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
wavelength 200 nm, NA 0.8
line 100 nm, assist 40 nm, pitch 200 nm
assists per side 2
pupil cutoff 0.00400 1/nm, matched s 0.00250 1/nm
source offsets / cutoff: matched 0.625, asymmetric 0.375
half band around orders 0.00100 1/nm
power fraction near orders: isolated 0.484, assisted 0.938
spread V*lambda^2 (dimensionless), matched source:
   0 assists per side: 0.01229
   1 assists per side: 0.00914
   2 assists per side: 0.00458
   3 assists per side: 0.00410
  40 assists per side: 0.00566
  many-assist limit: 0.00577
V*lambda^2 on axis: isolated 0.01220, assisted 0.00559
V*lambda^2 asymmetric: isolated 0.01223, assisted 0.01480
long comb V*lambda^2: matched -0.00019, asymmetric 0.01412
two-order law, asymmetric: 0.01436
long comb contrast: on axis 0.021, matched 0.998
d2I/dz2 isolated, matched: image -1.0728e-05, moments -1.0729e-05 nm^-2
d2I/dz2 assisted, matched: image -5.0288e-06, moments -5.0289e-06 nm^-2
isolated I(0)/clear field: z=0 nm 0.4424, z=100 nm 0.3918
  at line edge 0.2702, largest beyond 150 nm 0.0147
assisted I(0)/clear field: z=0 nm 0.5557, z=100 nm 0.5310
  at line edge 0.3151, largest beyond 150 nm 0.2038
wide pole half width / cutoff 0.10
latitude at best focus (%) and total focus range (nm):
  on axis, isolated: 21.6 %, 223 nm
  on axis, assisted: 9.6 %, 0 nm
  asymmetric, isolated: 21.2 %, 219 nm
  asymmetric, assisted: 26.4 %, 260 nm
  matched, isolated: 20.6 %, 212 nm
  matched, assisted: 24.6 %, 352 nm
  wide poles, isolated: 20.6 %, 212 nm
  wide poles, assisted: 24.6 %, 343 nm
focus range ratio assisted/isolated, on axis: 0.00
focus range ratio assisted/isolated, asymmetric: 1.19
focus range ratio assisted/isolated, matched: 1.66
focus range ratio assisted/isolated, wide poles: 1.62
\end{verbatim}
